Growth per cycle from long exposures when the precursor decomposes

In one cycle of atomic layer deposition a surface is exposed to a precursor for a time t, purged, treated with a co-reactant and purged again. Near the upper end of the usable temperature range the precursor may also decompose, and the thickness added per cycle then keeps growing with t. The problem is to find out what such data say about the self-limiting part of the growth.

The following assumptions hold until a part changes them. Growth is steady, past nucleation. The co-reactant restores all adsorption sites in every cycle. Pressure and temperature are the same for all exposures. Adsorption is first order with saturation time τ, and a full layer of adsorbed precursor gives a thickness G. Decomposition adds thickness at a constant rate r. It neither uses, blocks nor creates adsorption sites, and it is equally fast on bare and covered surface. Thicknesses are in nm per cycle and times in s.

**(a) Find the thickness per cycle f(t) from the site balance.**

Let θ be the fraction of sites occupied, with θ(0) = 0. First-order adsorption fills the empty sites at a rate proportional to their number:

dθ/dt = (1 − θ)/τ.

Separating the variables and integrating from the empty surface gives

−ln(1 − θ) = t/τ, so θ = 1 − e^(−t/τ).

The self-limiting part of the thickness is g(t) = Gθ(t). Decomposition contributes the integral of a constant rate, r t. Because neither process affects the other, the contributions add:

f(t) = G(1 − e^(−t/τ)) + r t.

For t ≪ τ the exponential is 1 − t/τ to first order, and f ≈ (G/τ + r)t. To this order both processes are linear in t and only the sum G/τ + r is seen. The curvature that distinguishes them is too small there to survive measurement noise, so in practice they separate through their behaviour at longer exposures.

**(b) Which straight line does f(t) approach at long exposure, and what is its value at t = 0? Does the answer depend on first-order kinetics?**

Subtracting the line G + r t from f leaves

f(t) − (G + r t) = −G e^(−t/τ),

which tends to zero. So f approaches this line from below. To see that no other line will do, suppose that f − (a + b t) also tends to zero. The difference of the two vanishing expressions must vanish too:

(G − a) + (r − b)t → 0.

A term linear in t cannot tend to a constant unless its coefficient is zero, so b = r, and then a = G. Extrapolated back to zero exposure, the asymptote therefore gives G.

This is the saturated self-limiting growth per cycle, the amount that would be deposited at long exposure if decomposition were switched off. It is not the self-limiting growth g(t) at some finite exposure, which is smaller. The extrapolation does not describe the film at short times either, since f(0) = 0. It removes the decomposed thickness from the long-time data, where adsorption is complete.

The argument used the exponential only to show that g(t) → G. Any adsorption law with that limit has the same asymptote. The kinetics determine how long one must wait before the data lie close to it.

**(c) A tangent is drawn to f at a finite exposure t. How far below G does it meet the axis? Compare first-order adsorption with the second-order law dθ/dt = (1 − θ)²/τ.**

The tangent at t has the intercept f(t) − t f′(t). For first-order adsorption

f′(t) = (G/τ)e^(−t/τ) + r,

and therefore

f − t f′ = G − G e^(−t/τ) + r t − (G t/τ)e^(−t/τ) − r t
= G − G(1 + t/τ)e^(−t/τ).

The decomposition rate cancels, however large it is. The deficit has two sources: the sites still empty at t, which give the 1 in the bracket, and the remaining adsorption rate, which makes the tangent too steep and gives the t/τ. At t = 4τ the second source is four times the first.

For the second-order law, separation gives 1/(1 − θ) − 1 = t/τ. With x = t/τ,

1 − θ = 1/(1 + x), t g′(t) = G x/(1 + x)².

The deficit is the sum of the missing thickness and t g′:

G/(1 + x) + G x/(1 + x)² = G(1 + 2x)/(1 + x)².

For x ≫ 1 this is about 2G/x, a slow algebraic decay in place of an exponential one. With G = 0.100 nm and x = 10, the second-order intercept is 0.0826 nm, while the first-order intercept is 0.09995 nm. Ten saturation times suffice in one case and leave an error of 17 % of G in the other.

The tangent intercept still tends to G for every concave g that saturates at G. Concavity means that g′ does not increase, and saturation then requires g′ ≥ 0. Hence

g(t) − g(t/2) = ∫ from t/2 to t of g′(s) ds ≥ (t/2)g′(t) ≥ 0.

The left side tends to G − G = 0, so t g′(t) → 0 and g − t g′ → G.

**(d) In practice a least-squares line is fitted to n exposures t_i. Find the error of its intercept, its sign, a bound on it, and the effect of measurement noise.**

Write the line as a + b t and minimise Σ(f_i − a − b t_i)². Setting the derivative with respect to a to zero gives a = f̄ − b t̄, where bars denote means over the exposures. The derivative with respect to b requires the residuals, weighted by t_i, to sum to zero. Since the residuals themselves sum to zero, t_i may be replaced by t_i − t̄, which gives

b = Σ(t_i − t̄)f_i/S, S = Σ(t_i − t̄)².

Inserting b in a shows that the intercept is a weighted sum of the data:

a = Σw_i f_i, w_i = 1/n − t̄(t_i − t̄)/S.

Because Σ(t_i − t̄) = 0 and Σ(t_i − t̄)t_i = S, the weights obey

Σw_i = 1, Σw_i t_i = t̄ − t̄ = 0.

The first property reproduces the constant G, and the second removes r t. With h(t) = G e^(−t/τ) for the missing thickness,

a = G − Σw_i h(t_i).

For the sign, let b_h = Σ(t_i − t̄)h(t_i)/S be the slope of a line fitted to h. Then Σw_i h(t_i) = h̄ − t̄ b_h. One may subtract the constant h(t̄) inside the sum for b_h without changing it:

b_h = Σ(t_i − t̄)[h(t_i) − h(t̄)]/S.

Since h decreases, the two factors have opposite signs, and b_h < 0. The deficit h̄ − t̄ b_h is therefore positive. The fitted intercept is too low, and the fitted slope r − b_h is too high.

For the bound, let t_1 be the shortest exposure. From t_1 onwards |h′| ≤ h(t_1)/τ, so |h(t_i) − h(t̄)| ≤ |t_i − t̄|h(t_1)/τ and |b_h| ≤ h(t_1)/τ. With h̄ ≤ h(t_1),

0 < G − a ≤ G e^(−t_1/τ)(1 + t̄/τ).

If the whole window moves to later times without changing its shape, the exponential outweighs the linear growth of t̄, and the error vanishes.

Noise acts the other way. Independent errors of standard deviation σ give a variance σ²Σw_i². In the square of w_i the cross term sums to zero, so the standard error of the intercept is

σ√(1/n + t̄²/S).

Moving a window of fixed shape later keeps S but raises t̄. The systematic error falls while the random one grows, unless the window is widened as well.

**(e) Take G = 0.100 nm, τ = 0.25 s, r = 0.004 nm/s and exposures of 1.5, 2, 3, 4, 5 and 6 s. How well does the fit recover G?**

At 1.5 s, six saturation times, the missing thickness is 0.100 e^(−6) = 0.00025 nm, and

f = 0.100 − 0.00025 + 0.004 × 1.5 = 0.1058 nm.

At 6 s the growth per cycle is 0.124 nm. Read directly, that value exceeds G by 24 %, all of it from decomposition.

For the line, t̄ = 3.583 s and S = 15.21 s². The first two weights are 0.6575 and 0.5397, and the missing thickness at 2 s is 0.000034 nm. Later exposures contribute negligibly, so

G − a ≈ 0.6575 × 0.000248 + 0.5397 × 0.000034 ≈ 0.00018 nm.

The intercept is 0.0998 nm, 0.2 % below G. The bound of part (d) is 0.0038 nm, a safe but loose limit, about twenty times the actual deficit.

If each thickness per cycle has an error of 0.0005 nm, the standard error of the intercept is

0.0005 × √(1/6 + 3.583²/15.21) ≈ 0.0005 nm.

This is nearly three times the systematic deficit, so a later start would gain little here.

An earlier start does harm. Six exposures from 0.5 to 3 s in steps of 0.5 s give an intercept of 0.090 nm, 10 % too low, and a slope of 0.0082 nm/s, about twice r. The shortest exposure is then only two saturation times, and the line takes the last stage of adsorption for decomposition. This window is also narrower, which adds to the error: by the formula of part (d), the original window moved 1 s earlier, without change of shape, gives a deficit of about 8 %.

**(f) Let the decomposition rate be r_b on bare surface and r_c on covered surface, still without using up sites. What does the intercept become, and can the curve f(t) reveal the change?**

The decomposition rate at coverage θ is

r_b(1 − θ) + r_c θ = r_c + (r_b − r_c)(1 − θ).

With 1 − θ = e^(−t/τ), its integral from 0 to t is

r_c t + (r_b − r_c)τ(1 − e^(−t/τ)).

Adding the adsorbed thickness gives

f(t) = [G + (r_b − r_c)τ](1 − e^(−t/τ)) + r_c t.

The asymptote has the intercept G + (r_b − r_c)τ. The extra term is the thickness gained (r_b > r_c) or lost (r_b < r_c), relative to decomposition at the rate r_c, while the surface was filling. Independence is thus a real condition of the result in part (b).

The curve has the same form as in part (a), with a changed constant in place of G. Within this first-order model, and as long as that constant stays positive, thickness against exposure at one pressure and temperature cannot show that the condition has failed, even with perfect data at all exposures. A second pressure does not help if r_b, r_c and 1/τ are all proportional to pressure, because (r_b − r_c)τ is then unchanged.

The shift is (r_b − r_c) times the integral of the empty-site fraction over the exposure. For a single first-order τ this is the difference of the two rates acting for one saturation time. For a mixture of sites the weighted mean saturation time takes the place of τ. For the second-order law of part (c) the integral is τ ln(1 + t/τ), which grows without limit, so no straight asymptote exists when r_b ≠ r_c. If the precursor decomposes on covered surface alone, r_b = 0 and r_c = 0.004 nm/s, and the shift is −0.004 × 0.25 = −0.001 nm, or −1 % of G.

**(g) Estimate how a valve delay, a temperature drift and slowly saturating sites would change the intercept in the example. What does this mean for a real process?**

Suppose that each exposure lasts δ = 0.1 s longer than recorded. Replacing t by t + δ adds rδ to the asymptote, here 0.0004 nm. In the finite window the intercept rises by slightly more, 0.5 % of G, because the extra time also brings adsorption closer to completion.

Next, let the temperature rise by 2 K from 573 K, in proportion to exposure time, between the shortest and longest exposures. G and τ are held fixed, although in a real process they also depend on temperature. With an assumed activation energy of 1.5 eV for decomposition, the rate r_i at exposure t_i climbs from 0.0040 to 0.0044 nm/s. The intercept changes by Σw_i(r_i − r)t_i. The added thickness is largest at 5 and 6 s, where the weights are negative, −0.1671 and −0.4027. The result is a shift of −1.1 % of G.

Finally, let 10 % of the sites saturate with τ_s = 5 s and the rest with τ = 0.25 s, at the same total G. The slow sites leave a missing thickness of 0.010 e^(−t/5) nm, with t in s. This falls only from 0.0074 nm at 1.5 s to 0.0030 nm at 6 s. The fit gives an intercept of 0.0912 nm, so the slow sites lower it by 8.6 % of G. The slope becomes 0.0050 nm/s, 25 % above r.

The largest distance of a point from this line is 0.00035 nm, less than the assumed noise of 0.0005 nm. A plot that looks straight is therefore no proof that adsorption has finished. The asymptote itself is still G + r t, but the window must begin several τ_s into the exposure. By part (c), a tangent at 5τ_s = 25 s would have a deficit from the slow sites of 6e^(−5), about 4 %, of their 0.010 nm. By then decomposition would have added 0.004 × 25 = 0.1 nm, as much as G itself, and the extrapolation would have to remove half the film.

The parameters are round values chosen to resemble hafnium oxide grown from a metal amide, with a growth per cycle of order 0.1 nm. The actual growth per cycle and the temperature at which decomposition begins to matter depend on precursor and co-reactant, and 573 K is an assumed value. The values of τ and r depend on pressure and reactor and are chosen here, as are the slow-site fraction and its saturation time. A real surface may have a spread of site reactivities, which breaks the assumption of a single τ. Among the four effects estimated in parts (f) and (g), with these assumed sizes, that one moves the result most, from 0.100 to 0.091 nm. Incomplete conversion of the decomposed deposit by the co-reactant could also make its thickness nonlinear in t, and decomposition of adsorbed precursor that reopens sites would break the independence on which part (b) rests; neither effect is estimated. The model also takes adsorption as irreversible and the dose as a rectangular pulse. With desorption at a rate θ/τ_d the coverage saturates at 1/(1 + τ/τ_d), so the intercept lies below G and depends on pressure through τ. A finite rise and tail of the pressure act like a delay δ of either sign. The fitted intercepts, slopes and shifts are listed in the numerical output below; the remaining values follow from the formulas given.

Computed values

```
input G = 0.1000 nm per cycle
input tau = 0.25 s
input r = 0.0040 nm/s
growth per cycle at 1.5 s = 0.10575 nm
growth per cycle at 2.0 s = 0.10797 nm
growth per cycle at 3.0 s = 0.11200 nm
growth per cycle at 4.0 s = 0.11600 nm
growth per cycle at 5.0 s = 0.12000 nm
growth per cycle at 6.0 s = 0.12400 nm
mean exposure of window = 3.5833 s
sum of squared deviations S = 15.2083 s^2
intercept weights = [ 0.6575  0.5397  0.3041  0.0685 -0.1671 -0.4027]
fitted intercept = 0.09982 nm
fitted slope = 0.004037 nm/s
intercept deficit = 0.000181 nm = 0.18 % of G
upper bound on deficit = 0.00380 nm
excess of raw value at 6 s over G = 24.0 %
early window = 0.5 to 3.0 s, step 0.5 s
early-window intercept = 0.09006 nm
early-window slope = 0.00819 nm/s
early-window deficit = 9.9 % of G
asymptote from 15 and 20 s: intercept = 0.100000 nm
first-order tangent intercept at 1.0 s = 0.09084 nm
first-order tangent intercept at 2.5 s = 0.09995 nm
second-order tangent intercept at 2.5 s = 0.08264 nm
noise per point = 0.00050 nm
standard error of intercept, formula = 0.000503 nm
standard error of intercept, sampled = 0.000503 nm
assumed valve delay = 0.10 s
assumed temperature = 573 K, drift over series = 2.0 K
assumed activation energy = 1.50 eV
decomposition rate at end of drift = 0.004446 nm/s
assumed slow-site fraction = 0.10, time = 5.0 s
intercept shift, decomposition on covered surface only = -0.000998 nm = -1.00 % of G
intercept shift, valve delay = +0.000460 nm = +0.46 % of G
intercept shift, temperature drift = -0.001115 nm = -1.12 % of G
intercept shift, slow sites = -0.008620 nm = -8.62 % of G
intercept with slow sites = 0.09120 nm
slope with slow sites = 0.005013 nm/s
slope excess with slow sites = 25.3 % of r
largest fit residual with slow sites = 0.000349 nm
```
